# Charge-Conserving Coupling of a Simulated Plasma Gap to an External Circuit

A plasma fills the gap between two flat electrodes of area $A$ at $x=0$ and $x=d$. The right electrode is grounded. The left one is driven by a source $V(t)$ through a resistor $R$, an inductor $L$ and a capacitor $C$ in series. Charged particles are followed in time steps of length $T$, and the field is found on a grid. The field sets the electrode voltage, the voltage affects the circuit current, and the current changes the electrode charge and hence the field. The task is to close this loop at every step without losing charge.

The model is one-dimensional and electrostatic, and no current bypasses the gap. The algebra uses Hartree atomic units: the elementary charge, electron mass and $\hbar$ are 1, and Gauss's law reads $\partial E/\partial x=4\pi\rho$. The circuit current $I$ is positive when it carries positive charge into the driven electrode.

## (a) What is conserved?

**Let $Q_0$ and $Q_d$ be the charges on the left and right electrodes, and $J$ the particle current density. Are electrode charge, plasma charge and displacement current conserved separately? If not, what is?**

**Solution.** Particles leaving the left electrode carry away a current $AJ(0)$; those reaching the right one deliver $AJ(d)$. Therefore

$$\frac{dQ_0}{dt}=I-AJ(0),\qquad \frac{dQ_d}{dt}=-I+AJ(d).$$

The plasma charge $q_p=A\int_0^d\rho\,dx$ obeys $dq_p/dt=AJ(0)-AJ(d)$, by charge continuity. None of the three charges is constant, but the right-hand sides add to zero:

$$\frac{d}{dt}(Q_0+Q_d+q_p)=0 .$$

For a system that starts neutral the sum stays zero.

For the current, differentiate Gauss's law in time and use $\partial\rho/\partial t=-\partial J/\partial x$:

$$\frac{\partial}{\partial x}\left(J+\frac{1}{4\pi}\frac{\partial E}{\partial t}\right)=0 .$$

The bracket does not depend on $x$. Its value follows at the left electrode, where $E(0)=4\pi Q_0/A$:

$$A\left(J+\frac{1}{4\pi}\frac{\partial E}{\partial t}\right)=AJ(0)+\frac{dQ_0}{dt}=I .$$

Displacement current is thus not preserved by itself. It makes up the difference between the local particle current and the circuit current. A sound update must reproduce two statements at each step: total charge is constant, and total current is the same everywhere and equal to $I$.

## (b) The two laws on a grid

**Divide the gap into $N$ cells of width $h=d/N$ with nodes $x_k=kh$. Each particle shares its charge linearly between its two neighbouring nodes, giving node charges $q_k$. Define a particle current for which both laws hold on the grid.**

**Solution.** Primes mark values after the step, $\Delta$ is new minus old, and a bar is the mean of old and new. Let $\bar I$ be the mean circuit current, so that $T\bar I$ is the charge delivered. The electrode books are

$$\Delta Q_0=T\bar I+a_0-s_0,\qquad \Delta Q_d=-T\bar I+a_d-s_d,$$

where $a$ is the charge absorbed from the plasma and $s$ the charge emitted into it. The plasma changes by $-a_0-a_d+s_0+s_d$, so the three changes add to zero. Ionisation creates equal and opposite charges and leaves the sum alone.

Apply Gauss's law to a box around each node. The box at the left wall contains the electrode and node 0; each later box adds one node. The field in cell $j$, between nodes $j$ and $j+1$, is

$$E_{j+1/2}=\frac{4\pi}{A}G_j,\qquad G_j=Q_0+\sum_{k\le j}q_k .$$

At the right wall the same law requires $E_{N-1/2}=-4\pi(Q_d+q_N)/A$. This agrees with the formula above because the total charge is zero.

Now find how one particle of charge $q$ changes $G_j$. The fraction of its charge assigned to nodes $0$ to $j$ is

$$F_j(x)=\begin{cases}1,&x\le x_j\\ (x_{j+1}-x)/h,&x_j<x<x_{j+1}\\ 0,&x\ge x_{j+1}.\end{cases}$$

Inside the cell $F_j$ falls with slope $-1/h$; outside it is constant. If the particle moves from $x$ to $x'$, then

$$F_j(x')-F_j(x)=-\ell_j/h,$$

where $\ell_j$ is the signed length of its path inside cell $j$. The formula also covers the walls. A path ending at $x=0$ has $F_j=1$ there, and its charge is indeed still in $G_j$, now as part of $Q_0$. A path ending at $x=d$ has $F_j=0$. Emitted particles start on the wall, with the same bookkeeping.

Summing over particles and adding the circuit charge gives

$$\Delta G_j=T\bar I-\frac1h\sum q\,\ell_j .$$

Define the particle current in the cell as $I^p_{j+1/2}=\sum q\ell_j/(hT)$. This is the point-particle current averaged over the cell and the step. With $\Delta G_j=A\,\Delta E_{j+1/2}/4\pi$, division by $T$ gives

$$I^p_{j+1/2}+\frac{A}{4\pi}\frac{\Delta E_{j+1/2}}{T}=\bar I\qquad\text{for every cell.}$$

An ionisation pair must be born at one point. Suppose instead that an ion of charge $q$ appears at $x_i$ and its electron at $x_e>x_i$. Birth then adds $q[F_j(x_i)-F_j(x_e)]$ to $G_j$, with no path to account for it. In a cell lying wholly between the two points the bracket is 1, and the current law fails by $q/T$. A test with $q=0.9$ and $T=0.7$ gave an error of 1.2857 atomic units, which is $0.9/0.7$. With a common birthplace the error was $2\times10^{-15}$.

## (c) The gap voltage

**Express the driven-electrode voltage $\phi$ through the charges, and find its change in one step.**

**Solution.** The right electrode is at zero potential, so $\phi$ is the sum of field times cell width:

$$\phi=h\sum_{j=0}^{N-1}E_{j+1/2}=\frac{4\pi h}{A}\sum_{j=0}^{N-1}\left(Q_0+\sum_{k\le j}q_k\right).$$

The electrode charge occurs $N$ times. Node charge $q_k$ occurs for $j=k,\dots,N-1$, which is $N-k$ times. Since $Nh=d$ and $(N-k)h=d-x_k$,

$$C_0\phi=Q_0+\sum_kq_k\left(1-\frac{x_k}{d}\right),\qquad C_0=\frac{A}{4\pi d}.$$

Here $C_0$ is the capacitance of the empty gap. Linear sharing preserves a particle's total charge and its mean position, so the node sum equals $\sum q(1-x/d)$ over the particles themselves.

In one step the circuit adds $T\bar I$. A particle displaced by $\Delta x$ changes the sum by $-q\Delta x/d$. Absorbed particles fit the same rule: their weight is 1 at the left wall, where they join $Q_0$, and 0 at the right wall. Hence

$$\phi'=\phi+\frac{T}{C_0}(\bar I-I_R),\qquad I_R=\frac{1}{Td}\sum q\,\Delta x .$$

$I_R$ is the current that particle motion induces in the electrodes, also known as the Shockley–Ramo current. It is the average of $I^p_{j+1/2}$ over all cells, because the path lengths in the cells add up to $\Delta x$. Particles therefore drive the circuit while they cross the gap, before any of them reaches a wall.

## (d) One equation for the current

**Discretise the circuit equation to second order and solve it together with the gap voltage. In what order should the operations be done?**

**Solution.** Let $Q$ be the charge on the series capacitor. Around the loop,

$$L\frac{dI}{dt}+RI+\frac QC+\phi=V,\qquad \frac{dQ}{dt}=I .$$

Average both equations over the step by the trapezoidal rule:

$$L\frac{I'-I}{T}+R\bar I+\frac{Q+Q'}{2C}+\frac{\phi+\phi'}2=\bar V,\qquad Q'=Q+T\bar I .$$

Because $\bar I=(I+I')/2$, the new current is $I'=2\bar I-I$, and $I'-I=2(\bar I-I)$. The other two means are

$$\frac{Q+Q'}2=Q+\frac{T\bar I}{2},\qquad \frac{\phi+\phi'}2=\phi+\frac{T}{2C_0}(\bar I-I_R).$$

Insert these, keep terms with $\bar I$ on the left and move the rest to the right:

$$\left[\frac{2L}{T}+R+\frac T2\left(\frac1C+\frac1{C_0}\right)\right]\bar I=\bar V-\frac QC-\phi+\frac{2LI}{T}+\frac{T I_R}{2C_0}.$$

For $R,L\ge0$ and $C>0$ the bracket is positive, since $T/2C_0$ is. There is one solution, found by one division.

No iteration is needed because the particles are pushed with the old field, so $I_R$ is known before $\bar I$. The order is:

1. Push the particles, stop them at the walls, and collect $I_R$ and the absorbed and emitted charge.
2. Solve for $\bar I$ and update $I$, $Q$ and $\phi$.
3. Update $Q_0$ and $Q_d$ with the same $\bar I$.
4. Share out the new particle charge and rebuild $E$ from $G_j$.

Using one $\bar I$ in both the circuit and the electrode books makes the two sides agree. As a test, the equations for all node potentials, the electrode charge and the circuit were solved together as one linear system. The case had 12 cells and 30 random charges, with absorption at both walls, one emission and one ionisation pair. The result differed from the formula by $1.3\times10^{-15}$ atomic units.

The order in $T$ of the circuit and gap-voltage update was tested with a charged sheet moved through the gap on a prescribed oscillating path, against an accurate solution of the differential equations. With 400 and 800 steps over the same time, the errors were $1.54\times10^{-4}$ and $3.84\times10^{-5}$ atomic units. Halving the step divided the error by 4.0, as a second-order rule should. For particles pushed by the field, the whole scheme keeps this order only if velocities are held at half steps (leapfrog) and started half a step back; starting them at the same time as the positions in a nonzero force makes it first order.

A stray capacitance $C_s$ from the driven electrode to ground fits the same scheme. If $\bar I$ is now the current in the supply line, the gap receives $\bar I_g=\bar I-C_s\Delta\phi/T$. Putting $\bar I_g$ into the voltage law gives $(C_0+C_s)\Delta\phi=T(\bar I-I_R)$. One replaces $C_0$ by $C_0+C_s$ in the equation for $\bar I$ and books $\bar I_g$, not $\bar I$, on the electrodes.

## (e) Energy and stability

**Find the energy balance of the step. Then compare the stability of this update with one that holds the gap voltage at its old value while the circuit is advanced.**

**Solution.** Multiply the discretised circuit equation by $\bar I$. The inductor term becomes $L(I'-I)(I'+I)/2T=\Delta(LI^2/2)/T$. Since $\bar I=\Delta Q/T$, the capacitor term becomes $\Delta(Q^2/2C)/T$ in the same way. For the gap, write $\bar\phi=h\sum\bar E$ and replace $\bar I$ in each cell by the current law of part (b):

$$\bar\phi\bar I=h\sum_j\bar E\left(I^p+\frac{A}{4\pi}\frac{\Delta E}{T}\right)=h\sum_jI^p\bar E+\frac{\Delta U}{T},\qquad U=\frac{Ah}{8\pi}\sum_jE^2 ,$$

because $\bar E\,\Delta E=\Delta(E^2)/2$. Altogether,

$$\bar V\bar I=R\bar I^2+\frac{\Delta}{T}\left(\frac{LI^2}{2}+\frac{Q^2}{2C}+U\right)+h\sum_jI^p\bar E .$$

The last term is the rate at which the field does work on the particles. The particle push uses the old field at the particle positions, whereas this term uses the mean field in the cells. Work and kinetic-energy gain therefore need not agree to rounding.

In an empty gap with the source at zero, the balance says that the stored energy changes by $-TR\bar I^2\le0$. It cannot grow, whatever the step.

Now hold $\phi$ at its old value. Take $C$ infinite and $L>0$, and set $g=2L/T$ and $k=T/C_0$. Then $\bar I=(gI-\phi)/(g+R)$, and

$$I'=\frac{(g-R)I-2\phi}{g+R},\qquad \phi'=\phi+k\bar I=\frac{kgI+(g+R-k)\phi}{g+R}.$$

The matrix of this map has trace $t=(2g-k)/(g+R)$ and determinant

$$D=\frac{(g-R)(g+R-k)+2kg}{(g+R)^2}=\frac{(g-R)(g+R)+k(g+R)}{(g+R)^2}=\frac{g-R+k}{g+R}.$$

Both eigenvalues lie inside the unit circle if $1-t+D>0$, $1+t+D>0$ and $D<1$. The first two expressions are $2k/(g+R)$ and $4g/(g+R)$, both positive. The third condition is $k<2R$, or

$$T<2RC_0 .$$

The inductance has dropped out. The lagged scheme fails for a small series resistance, however large $L$ is.

Stability does not guarantee accuracy. For the joint update with $L=0$ and $C$ infinite, an empty gap has

$$\frac{\phi'}{\phi}=\frac{1-T/2RC_0}{1+T/2RC_0}.$$

If $T\gg2RC_0$, this ratio is close to $-1$, and an error in the voltage alternates in sign and decays slowly. In the limit $R=L=0$ the circuit equation reduces to $\bar\phi=\bar V$, so $\phi'-V'=-(\phi-V)$: the error never decays, with or without plasma. An ideal source must therefore start with $\phi=V$. Likewise, for $L=0$ the rule $I'=2\bar I-I$ carries any error in the starting current forward with alternating sign and no decay. It does not feed back into $\bar I$, $Q$ or $\phi$, so $\bar I$ is then the current to use.

The particle push has its own limit. For a cold plasma oscillation of frequency $\omega_p$ it gives $x_{n+1}-2x_n+x_{n-1}=-(\omega_pT)^2x_n$. The growth factors have product 1 and sum $2-(\omega_pT)^2$, so they stay on the unit circle for $0<\omega_pT<2$. The circuit solve does not remove this limit.

## (f) An argon discharge during start-up

**Apply the update to an argon plasma with $d=2.5$ cm, $A=100$ cm², initial density $10^9$ cm⁻³ and electron temperature 3 eV. The source has amplitude 100 V at 13.56 MHz, with $R=50\ \Omega$, $L=0.1\ \mu$H and $C=1000$ pF. Examine the conservation laws, and compare the current with a simple sheath model.**

**Solution.** The plasma starts uniform and is followed for six source periods, without collisions, emission or ionisation. This is a start-up transient. There are 128 cells and 6000 simulation particles of each kind.

The empty gap has $C_0=3.54$ pF, so $2RC_0=0.354$ ns. The step of 0.092 ns is below this value, and the lagged scheme would also be stable here in an empty gap. With $R=5\ \Omega$ the limit would be 0.035 ns, and it would not. The particle push has $\omega_pT=0.164$.

**Current.** Averaged over the last two periods, the fundamental current amplitude is 152 mA (22.9 atomic units), and the gap voltage amplitude is 99 V. The current is still falling, by about 9 mA per period (about 157 mA in the fifth period and 148 mA in the sixth). Doubling the step and changing the random start altered the current by 0.7%. In the last step the currents, in mA, were:

| Place | Particle | Displacement | Sum |
|---|---:|---:|---:|
| First cell | −4.419 | 137.728 | 133.309 |
| Middle cell | 89.138 | 44.171 | 133.309 |

The circuit current was also 133.309 mA. At this instant nearly all the current next to the electrode is displacement current. This changes briefly in each period, when the sheath collapses and electrons reach the wall. In the middle a smooth response at the source frequency would be carried almost wholly by electrons. The 44 mA of displacement current there is probably particle noise in a single cell and step, though this was not tested separately. The sum is unaffected.

**Charge.** At the end the electrodes hold −1.96027 and −1.68468 nC, and the plasma holds 3.64495 nC. They add to zero. Electrons have left for the walls faster than ions.

**Energy.** The source did 639.0 nJ of work. Of this, 400.1 nJ heated the resistor, 2.3 nJ remained in $L$ and $C$, 41.6 nJ remained in the gap field, and 195.0 nJ was work on particles. The particles' kinetic energy, including that carried to the walls, rose by 195.1 nJ. The difference of 0.09 nJ is 0.05% of the work on the particles in this run; it depends on the random start and the step, and reaches about 0.2% with the step doubled.

**A sheath model.** Let the ions be immobile, with density $n$, and let the electrons leave bare ion layers of widths $a$ and $b$ at the left and right walls. With no field at the plasma edges, integrating Gauss's law twice puts the electrodes at $-2\pi na^2$ and $-2\pi nb^2$ relative to the plasma. With $s=a+b$,

$$\phi=2\pi n(b^2-a^2)=2\pi ns(b-a).$$

The left electrode holds $Q_0=-Ana$. If no particles reach the walls, $s$ is constant, $\dot b=-\dot a$ and $I=-An\dot a$. Then $\dot\phi=-4\pi ns\dot a=4\pi sI/A$. Two nonlinear sheaths together act as one linear capacitor, $A/(4\pi s)$.

A separate run with immobile ions, four periods long, gave $s=0.411$ cm and hence 21.57 pF. At $\omega=8.52\times10^7$ s⁻¹ its reactance is $-544\ \Omega$. The series capacitor adds $-11.7\ \Omega$ and the inductor $+8.5\ \Omega$.

In the remaining plasma, of width $d-s$, electrons obey $i\omega v=-E$. Their current density is $-nv=nE/i\omega$, so the slab is a capacitor multiplied by $1-\omega_p^2/\omega^2$, with $\omega_p^2=4\pi n$. This factor is negative, and the slab adds $+6.3\ \Omega$. The total reactance is $-541\ \Omega$, and

$$I_1=\frac{100\ \text{V}}{\sqrt{50^2+541^2}\ \Omega}=184\ \text{mA}.$$

The simulation with immobile ions, run with the doubled step, also gave 184 mA; other random starts shift both $s$ and the current by about 1%. Since $s$ was taken from that same run, this checks the relation between sheath width and current, not the width itself. With real argon ions the current was 152 mA. A likely reason is that ions leaving the sheaths lower the density there and widen them, which reduces their capacitance. The runs also differ in length: over the same third and fourth periods the current with real ions is about 173 mA, so the two quoted values do not isolate this effect.

**Beside a real reactor.** The frequency, gap and voltage are roughly typical of small capacitive reactors; the density and the gas pressure of 5 mTorr, assumed here only for the collision estimates, are towards the low end. Of the omitted currents estimated here, the largest is that through stray capacitance. A rough 10 pF from the driven electrode to ground would carry 84 mA at the computed gap voltage, over half the gap current, so the supply line could carry up to about 236 mA. Missing ionisation matters too: 17.5% of the ions were lost without replacement, so 152 mA is not a steady operating value. With rough cross sections, the electron mean free path is 6.2 cm and the ion one 1.2 cm. Collisions are thus not negligible over the gap, although a rough estimate of the bulk resistance they add, made with the mean electron speed, is only 1.7 Ω beside the 50 Ω in the circuit. Secondary electrons at a rough yield of 0.1 would carry 0.7 mA directly from each electrode; any ionisation they cause is not included in that figure. Electromagnetic effects would make the field vary along the electrodes, so their lateral size matters as well as the gap width; a round electrode of this area has a radius of 5.6 cm. The skin depth of 17 cm and the vacuum wavelength of 22 m exceed both lengths, which supports the electrostatic treatment at this density and size. The remaining values are in the numerical output.

## Calculated quantities

```
gap 2.5 cm; area 100.0 cm2; density 1.0e+09 cm^-3
electron temperature 3.0 eV; gas 300.0 K, 5.0 mTorr
source 100.0 V amplitude, 13.56 MHz
series R 50.0 ohm; L 0.1 uH; C 1000.0 pF
argon mass 39.948 u; cells 128; particles/species 6000
empty-gap capacitance 3.542 pF
Debye length 0.0407 cm; cell 0.0195 cm
time step 0.0922 ns
plasma frequency * step 0.164
lagged-voltage limit 2 R C0 0.354 ns
one step: scalar formula minus full system 1.3e-15 a.u.
one step: current closure error 2.2e-15 a.u.
split ionisation pair: error 1.2857 a.u.
split ionisation pair: predicted q/dt 1.2857 a.u.
ODE test errors 1.54e-04, 3.84e-05 a.u.
ODE test error ratio on halving the step 4.000
largest amplification, joint update 0.999942
worst charge sum / (C0 V0): 6.4e-14
worst circuit minus field voltage / V0: 3.0e-14
worst cell current error / (omega C0 V0): 2.8e-12
worst power error / (omega C0 V0^2): 8.6e-13
current amplitude 151.7 mA = 22.90 a.u.
gap voltage amplitude 98.8 V
mean gap voltage -1.89 V
amplitude change, doubled step and new seed 0.67 %
last step, first cell: particle -4.419 mA, displacement 137.728 mA
last step, first cell: sum 133.309 mA
last step, middle cell: particle 89.138 mA, displacement 44.171 mA
last step, middle cell: sum 133.309 mA
last step, circuit current 133.309 mA
final driven-electrode charge -1.96027 nC
final grounded-electrode charge -1.68468 nC
final plasma charge 3.64495 nC
source work 638.99 nJ
resistor heat 400.12 nJ
stored in L and C 2.25 nJ
stored in gap field 41.57 nJ
field work on particles 195.04 nJ
kinetic gain incl. absorbed 195.13 nJ
initial kinetic energy (1D) 60.63 nJ
immobile ions: total sheath width 0.411 cm
immobile ions: sheath capacitance 21.57 pF
immobile ions: simulated current 184.1 mA
immobile ions: impedance estimate 184.0 mA
rough cross sections: e 1e-15, ion 5e-15 cm2
mean free path: electron 6.21 cm, ion 1.24 cm
neglected collisional bulk resistance 1.66 ohm
ions lost without replacement 17.5 %
ion current per electrode, last 2 periods 7.22 mA
secondary current at rough yield 0.1: 0.722 mA
current in a rough 10.0 pF stray shunt 84.2 mA
skin depth 16.8 cm; vacuum wavelength 22.1 m
```
